# Spherical cell-by-cell Coulomb sums compared with Ewald sums: verification in Python

```python
"""
Result under test (Hartree atomic units, Gaussian electrostatics):
summing the Coulomb potentials of whole neutral cells inside a growing sphere
gives  phi_sphere(r) = phi_Ewald(r) + (4 pi/3V) M.r - (2 pi/3V) Q
and    E_sphere = E_Ewald + 2 pi M^2/(3V)  per cell.
V: cell volume; M: cell dipole; Q: integral of r^2 times the cell's charge density.
phi_Ewald is periodic with zero cell average.  A Gaussian charge q with exponent p
has density q (p/pi)^(3/2) exp(-p |r-center|^2); p = infinity is a point charge.
Sphere sums are made directly in real space.  Their average over sphere radii,
with weight 2 lam R exp(-lam R^2), multiplies cell n by exp(-lam n^2); the limit
lam -> 0 is taken by Richardson extrapolation.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import erf

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
lattice = np.array([[6.0, 0.0, 0.0], [1.0, 5.0, 0.0], [0.5, 1.0, 7.0]])
volume = abs(np.linalg.det(lattice))
reciprocal = 2 * np.pi * np.linalg.inv(lattice).T


def points_in_ball(vectors, radius):
    """All integer combinations of the row vectors with length <= radius."""
    bounds = np.ceil(radius * np.linalg.norm(np.linalg.inv(vectors), axis=0))
    axes = [np.arange(-int(b), int(b) + 1) for b in bounds]
    integers = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    points = integers @ vectors
    return points[np.sum(points**2, axis=1) <= radius**2]


def smeared_coulomb(distance, root_exponent):
    distance = np.maximum(distance, 1e-9)
    return erf(root_exponent * distance) / distance


def distances(offset, cells):
    d = offset - cells
    return np.sqrt(np.einsum("ij,ij->i", d, d))


def potential_terms(r, model, cells):
    """Potential at r from each whole cell."""
    total = np.zeros(len(cells))
    for q, center, p in zip(*model):
        total += q * smeared_coulomb(distances(r - center, cells), np.sqrt(p))
    return total


def energy_terms(model, cells):
    """Half the interaction of the central cell with each cell."""
    total = np.zeros(len(cells))
    for qi, ri, pi in zip(*model):
        for qj, rj, pj in zip(*model):
            root = np.sqrt(pi * pj / (pi + pj))
            total += 0.5 * qi * qj * smeared_coulomb(distances(ri - rj, cells), root)
    return total


def radius_averaged_limit(terms, size_squared, largest):
    lam = 27.0 / largest**2
    s1, s2, s4 = [np.sum(terms * np.exp(-k * lam * size_squared)) for k in (1, 2, 4)]
    first, second = 2 * s1 - s2, 2 * s2 - s4
    return (4 * first - second) / 3


g_vectors = points_in_ball(reciprocal, 14.0)
g_squared = np.sum(g_vectors**2, axis=1)
g_vectors, g_squared = g_vectors[g_squared > 1e-8], g_squared[g_squared > 1e-8]
near_cells = points_in_ball(lattice, 24.0)


def ewald_potential(r, model, eta=0.3):
    """Real-space plus reciprocal sums, with the cell average set to zero."""
    total = 0.0
    for q, center, p in zip(*model):
        d = distances(r - center, near_cells)
        short = np.sum(smeared_coulomb(d, np.sqrt(p)) - smeared_coulomb(d, np.sqrt(eta)))
        wave = np.exp(-g_squared / (4 * eta)) * np.cos(g_vectors @ (r - center))
        long = 4 * np.pi / volume * np.sum(wave / g_squared)
        total += q * (short + long - np.pi / volume * (1 / eta - 1 / p))
    return total


def density_coefficients(model):
    return sum(q * np.exp(-g_squared / (4 * p) - 1j * (g_vectors @ c))
               for q, c, p in zip(*model))


def fourier_potential(r, model):
    wave = density_coefficients(model) * np.exp(1j * (g_vectors @ r))
    return 4 * np.pi / volume * np.sum(wave.real / g_squared)


def ewald_energy(model):
    return 2 * np.pi / volume * np.sum(np.abs(density_coefficients(model))**2 / g_squared)


def moments(model):
    q, centers, p = model
    return q @ centers, np.sum(q * (np.sum(centers**2, axis=1) + 1.5 / p))


def predicted_potential_shift(r, model):
    dipole, second = moments(model)
    return 4 * np.pi / (3 * volume) * dipole @ r - 2 * np.pi / (3 * volume) * second


def predicted_energy_shift(model):
    dipole, _ = moments(model)
    return 2 * np.pi * dipole @ dipole / (3 * volume)


charges = np.array([2.0, -1.0, -1.0])
centers = np.array([[0.5, 0.5, -0.5], [1.0, 0.0, 0.5], [0.0, 0.5, 1.0]])
exponents = np.array([2.0, 0.8, 0.5])
model = (charges, centers, exponents)
dipole, second_moment = moments(model)

# The second moment by one-dimensional quadratures of the Gaussian densities.
second_numeric = 0.0
for q, c, p in zip(*model):
    for coordinate in c:
        second_numeric += q * quad(lambda t: (t + coordinate)**2 * np.sqrt(p / np.pi)
                                   * np.exp(-p * t * t), -12, 12, points=[0.0])[0]
assert abs(second_numeric - second_moment) < 1e-8

print("Lattice vectors (bohr):", lattice.tolist())
print(f"Cell volume V = {volume:.3f} bohr^3")
for q, c, p in zip(*model):
    print(f"Gaussian: charge {q:+.1f} e, center {c.tolist()} bohr, exponent {p:.1f} bohr^-2")
print("Dipole M (e bohr):", np.round(dipole, 6).tolist())
print(f"M^2 = {dipole @ dipole:.4f} e^2 bohr^2")
print(f"Second moment Q = {second_moment:.4f} e bohr^2")

# Damped integral of erf(sqrt(eta) y)/y against a displaced wide Gaussian.
x, eta = 1.5, 0.7
print(f"Damped integral: x = {x} bohr, eta = {eta} bohr^-2")
for lam in (1e-2, 1e-3, 1e-4):
    def integrand(y):
        z = 2 * lam * x * y
        weight = np.exp(-lam * (y * y + x * x)) * np.sinh(z) / z - np.exp(-lam * y * y)
        return 4 * np.pi * y * erf(np.sqrt(eta) * y) * weight
    edges = [0.0, 5.0, 2 / np.sqrt(lam), 8 / np.sqrt(lam)]
    numeric = sum(quad(integrand, a, b, epsabs=1e-10, limit=300)[0]
                  for a, b in zip(edges[:-1], edges[1:]))
    mu = eta * lam / (eta + lam)
    closed = (np.pi / lam)**1.5 * (erf(np.sqrt(mu) * x) / x - 2 * np.sqrt(mu / np.pi))
    assert abs(numeric - closed) < 1e-6
    print(f"  lam = {lam:.0e} bohr^-2: I(x)-I(0) = {numeric:.6f} bohr^2")
integral_limit = -2 * np.pi * x * x / 3
assert abs(numeric / integral_limit - 1) < 5e-4
print(f"  limit -2 pi x^2/3 = {integral_limit:.6f} bohr^2")

largest = 300.0
cells = points_in_ball(lattice, largest)
cell_squared = np.sum(cells**2, axis=1)
print(f"Cells within {largest:.0f} bohr: {len(cells)}")

# The quadrupole angular sum must grow no faster than the sphere's surface.
harmonic = 1.5 * cells[:, 2]**2 / np.maximum(cell_squared, 1e-12) - 0.5
harmonic[cell_squared < 1e-8] = 0.0
for radius in (50, 100, 200, 300):
    angular_sum = np.sum(harmonic[cell_squared <= radius**2])
    assert abs(angular_sum) / radius**2 < 0.1
    print(f"  R = {radius} bohr: angular sum / R^2 = {angular_sum / radius**2:.5f} bohr^-2")

# Kernel of one point charge, compared at two places.
unit_point = (np.array([1.0]), np.zeros((1, 3)), np.array([np.inf]))
xa, xb = np.array([1.0, 2.0, -1.0]), np.array([0.5, -0.5, 1.0])
kernel_terms = potential_terms(xa, unit_point, cells) - potential_terms(xb, unit_point, cells)
kernel_direct = radius_averaged_limit(kernel_terms, cell_squared, largest)
kernel_ewald = ewald_potential(xa, unit_point) - ewald_potential(xb, unit_point)
kernel_formula = kernel_ewald - 2 * np.pi * (xa @ xa - xb @ xb) / (3 * volume)
assert abs(kernel_direct - kernel_formula) < 1e-5
print(f"Kernel difference, direct sphere: {kernel_direct:.7f} bohr^-1")
print(f"Kernel difference, Ewald alone: {kernel_ewald:.7f} bohr^-1")
print(f"Kernel difference, Ewald + quadratic term: {kernel_formula:.7f} bohr^-1")

# Energy per cell.
terms = energy_terms(model, cells)
energy_e = ewald_energy(model)
energy_s = radius_averaged_limit(terms, cell_squared, largest)
energy_shift = predicted_energy_shift(model)
assert abs(energy_s - energy_e - energy_shift) < 1e-5
print(f"Ewald energy per cell = {energy_e:.7f} hartree")
print(f"Spherical energy per cell = {energy_s:.7f} hartree")
print(f"Direct energy difference = {energy_s - energy_e:.7f} hartree")
print(f"2 pi M^2/(3V) = {energy_shift:.7f} hartree = {energy_shift * HARTREE_EV:.4f} eV")
for radius in (50, 100, 200, 300):
    sharp = np.sum(terms[cell_squared <= radius**2]) - energy_e
    print(f"  sharp sphere R = {radius} bohr: energy difference {sharp:.6f} hartree")
assert abs(sharp - energy_shift) < 0.02 * energy_shift

# Another growth shape: spheroids twice as long along z as across.
spheroid_size = cells[:, 0]**2 + cells[:, 1]**2 + cells[:, 2]**2 / 4
spheroid_shift = radius_averaged_limit(terms, spheroid_size, largest / 2) - energy_e
assert abs(spheroid_shift - energy_shift) > 0.01
print(f"Spheroid (z axis doubled): energy difference {spheroid_shift:.6f} hartree")

# Potential at individual points.
for r in (np.array([2.0, 1.0, 1.5]), np.array([-1.0, 2.0, -2.0])):
    point_terms = potential_terms(r, model, cells)
    direct = radius_averaged_limit(point_terms, cell_squared, largest)
    ewald = ewald_potential(r, model)
    assert abs(ewald - fourier_potential(r, model)) < 1e-8
    assert abs(ewald - ewald_potential(r, model, eta=0.4)) < 1e-8
    assert abs(direct - ewald - predicted_potential_shift(r, model)) < 1e-5
    assert abs(np.sum(point_terms) - direct) < 1e-3
    print(f"At {r.tolist()} bohr: Ewald {ewald:.6f}, sphere {direct:.6f} hartree/e")
    print(f"  predicted difference {predicted_potential_shift(r, model):.6f} hartree/e")

# Average over a parallelepiped cell centered on the origin.
grid_size = 8
fractions = (np.arange(grid_size) + 0.5) / grid_size - 0.5
grid = np.stack(np.meshgrid(fractions, fractions, fractions, indexing="ij"), -1)
grid = grid.reshape(-1, 3) @ lattice
inner = cells[cell_squared <= 150.0**2]
mean_terms = np.zeros(len(inner))
ewald_mean = 0.0
for r in grid:
    mean_terms += potential_terms(r, model, inner) / len(grid)
    ewald_mean += ewald_potential(r, model) / len(grid)
sphere_mean = radius_averaged_limit(mean_terms, np.sum(inner**2, axis=1), 150.0)
mean_shift = -2 * np.pi * second_moment / (3 * volume)
assert abs(ewald_mean) < 5e-5
assert abs(sphere_mean - mean_shift) < 5e-5
print(f"Cell average on {len(grid)} points, sphere: {sphere_mean:.5f} hartree/e")
print(f"Cell average, Ewald: {ewald_mean:.5f} hartree/e")
print(f"-2 pi Q/(3V) = {mean_shift:.5f} hartree/e = {mean_shift * HARTREE_EV:.4f} V")
print(f"Electron potential-energy shift = {-mean_shift * HARTREE_EV:.4f} eV")

# With zero dipole the shift must be the same everywhere.
arm = np.array([1.0, 0.5, 1.0])
balanced = (charges, np.array([0 * arm, arm, -arm]), np.array([2.0, 0.5, 0.5]))
balanced_dipole, balanced_second = moments(balanced)
assert np.linalg.norm(balanced_dipole) < 1e-12
print(f"Zero-dipole model: clouds at +/-{arm.tolist()} bohr, exponents 2.0, 0.5, 0.5 bohr^-2")
print(f"  Q = {balanced_second:.4f} e bohr^2")
constant = -2 * np.pi * balanced_second / (3 * volume)
for r in (np.array([2.0, 1.0, 1.5]), np.array([-1.0, 2.0, -2.0])):
    direct = radius_averaged_limit(potential_terms(r, balanced, cells), cell_squared, largest)
    difference = direct - ewald_potential(r, balanced)
    assert abs(difference - constant) < 1e-5
    print(f"  at {r.tolist()} bohr: sphere - Ewald = {difference:.6f} hartree/e")
print(f"  predicted constant = {constant:.6f} hartree/e")

# Assign the last cloud to the cell one lattice vector away: same crystal.
moved_centers = centers.copy()
moved_centers[2] += lattice[0]
moved = (charges, moved_centers, exponents)
moved_dipole, moved_second = moments(moved)
moved_energy = radius_averaged_limit(energy_terms(moved, cells), cell_squared, largest)
r = np.array([2.0, 1.0, 1.5])
moved_direct = radius_averaged_limit(potential_terms(r, moved, cells), cell_squared, largest)
assert abs(ewald_energy(moved) - energy_e) < 1e-9
assert abs(ewald_potential(r, moved) - ewald_potential(r, model)) < 1e-8
assert abs(moved_energy - energy_e - predicted_energy_shift(moved)) < 1e-4
assert abs(moved_direct - ewald_potential(r, model) - predicted_potential_shift(r, moved)) < 1e-4
print("Last cloud reassigned by the first lattice vector: M (e bohr) =",
      np.round(moved_dipole, 6).tolist())
print(f"  Q = {moved_second:.4f} e bohr^2; Ewald energy {ewald_energy(moved):.7f} hartree")
print(f"  direct energy difference {moved_energy - energy_e:.6f} hartree")
print(f"  2 pi M^2/(3V) = {predicted_energy_shift(moved):.6f} hartree")
print("every check passed")
```

It prints:

```
Lattice vectors (bohr): [[6.0, 0.0, 0.0], [1.0, 5.0, 0.0], [0.5, 1.0, 7.0]]
Cell volume V = 210.000 bohr^3
Gaussian: charge +2.0 e, center [0.5, 0.5, -0.5] bohr, exponent 2.0 bohr^-2
Gaussian: charge -1.0 e, center [1.0, 0.0, 0.5] bohr, exponent 0.8 bohr^-2
Gaussian: charge -1.0 e, center [0.0, 0.5, 1.0] bohr, exponent 0.5 bohr^-2
Dipole M (e bohr): [0.0, 0.5, -2.5]
M^2 = 6.5000 e^2 bohr^2
Second moment Q = -4.3750 e bohr^2
Damped integral: x = 1.5 bohr, eta = 0.7 bohr^-2
  lam = 1e-02 bohr^-2: I(x)-I(0) = -4.582644 bohr^2
  lam = 1e-03 bohr^-2: I(x)-I(0) = -4.699141 bohr^2
  lam = 1e-04 bohr^-2: I(x)-I(0) = -4.711061 bohr^2
  limit -2 pi x^2/3 = -4.712389 bohr^2
Cells within 300 bohr: 538419
  R = 50 bohr: angular sum / R^2 = -0.00087 bohr^-2
  R = 100 bohr: angular sum / R^2 = 0.00149 bohr^-2
  R = 200 bohr: angular sum / R^2 = 0.00081 bohr^-2
  R = 300 bohr: angular sum / R^2 = -0.00023 bohr^-2
Kernel difference, direct sphere: -0.3715777 bohr^-1
Kernel difference, Ewald alone: -0.3266979 bohr^-1
Kernel difference, Ewald + quadratic term: -0.3715777 bohr^-1
Ewald energy per cell = 1.0267103 hartree
Spherical energy per cell = 1.0915368 hartree
Direct energy difference = 0.0648265 hartree
2 pi M^2/(3V) = 0.0648265 hartree = 1.7640 eV
  sharp sphere R = 50 bohr: energy difference 0.064930 hartree
  sharp sphere R = 100 bohr: energy difference 0.064709 hartree
  sharp sphere R = 200 bohr: energy difference 0.064797 hartree
  sharp sphere R = 300 bohr: energy difference 0.064830 hartree
Spheroid (z axis doubled): energy difference 0.035545 hartree
At [2.0, 1.0, 1.5] bohr: Ewald -0.271257, sphere -0.292451 hartree/e
  predicted difference -0.021193 hartree/e
At [-1.0, 2.0, -2.0] bohr: Ewald 0.135598, sphere 0.298911 hartree/e
  predicted difference 0.163313 hartree/e
Cell average on 512 points, sphere: 0.04364 hartree/e
Cell average, Ewald: 0.00001 hartree/e
-2 pi Q/(3V) = 0.04363 hartree/e = 1.1873 V
Electron potential-energy shift = -1.1873 eV
Zero-dipole model: clouds at +/-[1.0, 0.5, 1.0] bohr, exponents 2.0, 0.5, 0.5 bohr^-2
  Q = -9.0000 e bohr^2
  at [2.0, 1.0, 1.5] bohr: sphere - Ewald = 0.089760 hartree/e
  at [-1.0, 2.0, -2.0] bohr: sphere - Ewald = 0.089760 hartree/e
  predicted constant = 0.089760 hartree/e
Last cloud reassigned by the first lattice vector: M (e bohr) = [-6.0, 0.5, -2.5]
  Q = -40.3750 e bohr^2; Ewald energy 1.0267103 hartree
  direct energy difference 0.423865 hartree
  2 pi M^2/(3V) = 0.423866 hartree
every check passed
```
